# Mean energy loss of sputtered atoms in hard-sphere gas collisions: verification in Python

```python
# Result under test: an atom (mass m1, energy E) scattered isotropically in the
# centre-of-mass frame by a gas atom at rest (mass m2) loses on average the
# fraction f = 2 m1 m2/(m1+m2)^2 of its energy in one elastic collision.
# Symbols: d contact distance, alpha smallest retained energy fraction,
# xi mean of -ln(E'/E), lam mean free path, sigma_tr transport cross section,
# k relative wavenumber, soft_length decay length of a model repulsion.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def loss_fraction(m1, m2):
    return 2 * m1 * m2 / (m1 + m2) ** 2


def collide(v, normal, m1, m2):
    """Smooth-sphere impulse along the line of centres; target at rest."""
    along = np.sum(v * normal, axis=-1, keepdims=True) * normal
    return v - 2 * m2 / (m1 + m2) * along, 2 * m1 / (m1 + m2) * along


# ---- one collision: average over a uniformly illuminated disk ----
def disk_averages(m1, m2):
    area, weight = gauss(0, 1, 300)          # area = (impact parameter/d)^2
    normal = np.stack([np.sqrt(1 - area), np.sqrt(area), 0 * area], axis=1)
    v = np.zeros_like(normal)
    v[:, 0] = 1
    out, recoil = collide(v, normal, m1, m2)
    kept = np.sum(out**2, axis=1)
    gained = m2 / m1 * np.sum(recoil**2, axis=1)
    assert np.allclose(kept + gained, 1, atol=1e-12)
    assert np.allclose(m1 * out + m2 * recoil, m1 * v, atol=1e-11)
    cos_lab = out[:, 0] / np.sqrt(kept)
    return (weight @ (1 - kept), weight @ kept**2,
            -weight @ np.log(kept), weight @ cos_lab)


for m1, m2 in [(28.09, 39.95), (1.0, 3.0), (2.0, 9.0), (5.0, 2.0)]:
    lost, second, log_loss, cos_lab = disk_averages(m1, m2)
    a = ((m1 - m2) / (m1 + m2)) ** 2
    assert abs(lost - loss_fraction(m1, m2)) < 1e-10
    assert abs(second - (1 - a**3) / (3 * (1 - a))) < 1e-10
    assert abs(log_loss - (1 + a * np.log(a) / (1 - a))) < 1e-7
    if m1 < m2:
        assert abs(cos_lab - 2 * m1 / (3 * m2)) < 1e-7
equal_mass_loss = disk_averages(1.0, 1.0 + 1e-6)[0]
assert abs(equal_mass_loss - 0.5) < 1e-9

# ---- example inputs ----
m_si, m_ar = 28.09, 39.95                    # u
E0, d = 5.0, 2.2                             # eV, angstrom
pressure, T, path = 10.0, 400.0, 5.0         # mTorr, K, cm
soft_length, E_slow, Q = 0.3, 0.5, 0.8       # angstrom, eV, eV (rough)
M = m_si + m_ar
f = loss_fraction(m_si, m_ar)
alpha = ((m_si - m_ar) / M) ** 2
xi = 1 + alpha * np.log(alpha) / (1 - alpha)
kT = const.k * T / const.e
density = pressure * 1e-3 * const.torr / (const.k * T)
sigma = np.pi * d**2
lam = 100 / (density * sigma * 1e-20)        # cm
mean_cos = 2 * m_si / (3 * m_ar)
E_path = E0 * np.exp(-f * path / lam)
advance = lam / (1 - mean_cos) * (1 - np.exp(-(1 - mean_cos) * path / lam))

# ---- random flights in three dimensions over a fixed path length ----
rng = np.random.default_rng(7)
count = 200000
velocity = np.zeros((count, 3))
velocity[:, 0] = 1
left = np.full(count, path)
moved = np.zeros(count)
hits = np.zeros(count)
active = np.arange(count)
while active.size:
    v = velocity[active]
    unit = v / np.linalg.norm(v, axis=1, keepdims=True)
    flight = rng.exponential(lam, active.size)
    moved[active] += np.minimum(flight, left[active]) * unit[:, 0]
    left[active] -= flight
    go = left[active] > 0
    active, v, unit = active[go], v[go], unit[go]
    side = np.cross(unit, rng.normal(size=unit.shape))
    side /= np.linalg.norm(side, axis=1, keepdims=True)
    area = rng.random((active.size, 1))
    normal = np.sqrt(1 - area) * unit + np.sqrt(area) * side
    velocity[active] = collide(v, normal, m_si, m_ar)[0]
    hits[active] += 1
energy = E0 * np.sum(velocity**2, axis=1)
# five standard errors of the sampled means
for sample, formula in [(energy, E_path), (moved, advance), (hits, path / lam)]:
    assert abs(sample.mean() - formula) < 5 * sample.std() / np.sqrt(count)


# ---- classical deflection in V = E_cm exp(-(r-close)/soft) ----
def transport_area(close, soft):
    """sigma_tr/pi; close is the head-on distance of closest approach."""
    t, wt = gauss(0, 1, 300)
    u = 1 - t**2
    split = max(0.5 * close, close - 10 * soft)
    total = 0.0
    for low, high in [(0, split), (split, close + 15 * soft)]:
        for b, wb in zip(*gauss(low, high, 80)):
            def radial(r):
                return 1 - (b / r) ** 2 - np.exp(-(r - close) / soft)
            r0 = brentq(radial, max(b, 0.9 * close), close + b + 10 * soft,
                        xtol=1e-14, rtol=1e-14)
            theta = np.pi - 2 * b / r0 * (wt @ (2 * t / np.sqrt(radial(r0 / u))))
            total += wb * 2 * b * (1 - np.cos(theta))
    return total


# linear extrapolation to zero softness; the remainder is of second order
hard_limit = 2 * transport_area(1.0, 0.002) - transport_area(1.0, 0.004)
assert abs(hard_limit - 1) < 1e-3
E_cm = E0 * m_ar / M
A_rep = E_cm * np.exp(d / soft_length)
d_slow = soft_length * np.log(A_rep / (E_slow * m_ar / M))
soft_fast = transport_area(d, soft_length) / d**2
soft_slow = transport_area(d_slow, soft_length) / d**2
assert soft_slow > soft_fast


# ---- quantum hard sphere: total and transport cross sections / (pi d^2) ----
def quantum_sphere(kd):
    l = np.arange(int(kd + 12 * kd ** (1 / 3) + 12))
    delta = np.arctan(spherical_jn(l, kd) / spherical_yn(l, kd))
    total = 4 / kd**2 * np.sum((2 * l + 1) * np.sin(delta) ** 2)
    transport = 4 / kd**2 * np.sum((l[:-1] + 1) * np.sin(np.diff(delta)) ** 2)
    return total, transport


mu_au = m_si * m_ar / M * const.atomic_mass / const.m_e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
kd = np.sqrt(2 * mu_au * E_cm / hartree) * d / bohr
q_total, q_transport = quantum_sphere(kd)
low_total, low_transport = quantum_sphere(0.01)
assert abs(low_total - 4) < 0.01 and abs(low_transport / low_total - 1) < 1e-3
assert abs(q_transport - 1) < 0.01           # finite-wavelength remainder
assert abs(q_total - 2) < 0.1                # slowly vanishing edge term
assert abs(quantum_sphere(4 * kd)[0] - 2) < abs(q_total - 2)


# ---- moving gas: Maxwell average weighted by relative speed ----
def warm_gas(E):
    v1 = np.sqrt(2 * E / m_si)
    width = np.sqrt(kT / m_ar)
    speed, ws = gauss(0, 9 * width, 160)
    c, wc = gauss(-1, 1, 160)
    s, c = speed[:, None], c[None, :]
    maxwell = (ws * speed**2 * np.exp(-speed**2 / (2 * width**2)))[:, None] * wc
    maxwell /= maxwell.sum()
    g2 = v1**2 + s**2 - 2 * v1 * s * c
    V2 = ((m_si * v1)**2 + (m_ar * s)**2 + 2 * m_si * m_ar * v1 * s * c) / M**2
    after = 0.5 * m_si * (V2 + (m_ar / M) ** 2 * g2)
    rate = maxwell * np.sqrt(g2)
    return np.sum(rate * (E - after)) / rate.sum(), rate.sum() / v1


warm_loss, rate_ratio = warm_gas(E0)
shift = f * (2 - m_si / (2 * m_ar)) * kT
assert abs(warm_loss - (f * E0 - shift)) < 0.03 * shift  # next order in kT/E
E_balance = brentq(lambda E: warm_gas(E)[0], 0.05 * kT, 20 * kT)

# ---- one isotropic inelastic collision with internal excitation Q ----
c, wc = gauss(-1, 1, 20)
v = np.sqrt(2 * E0 / m_si)
V = m_si * v / M
reduced = m_si * m_ar / M
g_out = np.sqrt(v**2 - 2 * Q / reduced)
part = m_ar / M * g_out
E_inelastic = wc @ (0.5 * m_si * (V**2 + part**2 + 2 * V * part * c)) / 2
extra = m_ar / M * Q
assert abs((E0 - E_inelastic) - (f * E0 + extra)) < 1e-10

# ---- numbers for the text ----
print(f"silicon mass: {m_si:.2f} u")
print(f"argon mass: {m_ar:.2f} u")
print(f"initial energy: {E0:.2f} eV")
print(f"contact distance (model): {d:.2f} angstrom")
print(f"gas pressure: {pressure:.1f} mTorr")
print(f"gas temperature: {T:.0f} K")
print(f"path length: {path:.2f} cm")
print(f"mean loss fraction f: {f:.4f} (dimensionless)")
print(f"disk-average loss fraction: {disk_averages(m_si, m_ar)[0]:.4f} (dimensionless)")
print(f"mean loss in first collision: {f * E0:.3f} eV")
print(f"smallest retained fraction alpha: {alpha:.4f} (dimensionless)")
print(f"largest single-collision loss: {(1 - alpha) * E0:.3f} eV")
print(f"mean logarithmic loss xi: {xi:.4f} (dimensionless)")
for n in range(1, 5):
    print(f"after {n} collisions: mean {E0 * (1 - f)**n:.3f} eV, "
          f"geometric mean {E0 * np.exp(-n * xi):.3f} eV")
print(f"gas number density: {density * 1e-6:.3e} cm^-3")
print(f"hard-sphere cross section: {sigma:.2f} angstrom^2")
print(f"mean free path: {lam:.3f} cm")
print(f"mean number of collisions on path: {path / lam:.3f}")
print(f"fraction without collision: {np.exp(-path / lam):.3f}")
print(f"mean energy after path, formula: {E_path:.3f} eV")
print(f"mean energy after path, sampled: {energy.mean():.3f} eV")
print(f"standard error of sampled energy: {energy.std() / count**0.5:.4f} eV")
print(f"mean laboratory cosine: {mean_cos:.4f} (dimensionless)")
print(f"mean forward advance, formula: {advance:.3f} cm")
print(f"mean forward advance, sampled: {moved.mean():.3f} cm")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"warm-gas mean first loss: {warm_loss:.4f} eV")
print(f"first-order thermal reduction of loss: {shift:.4f} eV")
print(f"warm/stationary collision rate: {rate_ratio:.4f} (ratio)")
print(f"energy of zero mean loss in warm gas: {E_balance:.4f} eV")
print(f"initial centre-of-mass energy: {E_cm:.3f} eV")
print(f"repulsion decay length (model): {soft_length:.2f} angstrom")
print(f"repulsion prefactor A: {A_rep:.0f} eV")
print(f"soft sigma_tr/(pi d^2) at {E0:.1f} eV: {soft_fast:.3f} (ratio)")
print(f"closest approach at {E_slow:.1f} eV: {d_slow:.3f} angstrom")
print(f"soft sigma_tr/(pi d^2) at {E_slow:.1f} eV: {soft_slow:.3f} (ratio)")
print(f"steep-potential limit of sigma_tr/(pi d^2): {hard_limit:.5f} (ratio)")
print(f"quantum size parameter kd: {kd:.1f} (dimensionless)")
print(f"quantum total/(pi d^2): {q_total:.4f} (ratio)")
print(f"quantum transport/(pi d^2): {q_transport:.4f} (ratio)")
print(f"loss per counted quantum collision: {f * q_transport / q_total:.4f} (fraction)")
print(f"low-energy total/(pi d^2), kd=0.01: {low_total:.4f} (ratio)")
print(f"silicon excitation energy (rough): {Q:.1f} eV")
print(f"extra mean loss from excitation: {extra:.3f} eV")
print("no test failed")
```

It prints:

```
silicon mass: 28.09 u
argon mass: 39.95 u
initial energy: 5.00 eV
contact distance (model): 2.20 angstrom
gas pressure: 10.0 mTorr
gas temperature: 400 K
path length: 5.00 cm
mean loss fraction f: 0.4848 (dimensionless)
disk-average loss fraction: 0.4848 (dimensionless)
mean loss in first collision: 2.424 eV
smallest retained fraction alpha: 0.0304 (dimensionless)
largest single-collision loss: 4.848 eV
mean logarithmic loss xi: 0.8905 (dimensionless)
after 1 collisions: mean 2.576 eV, geometric mean 2.052 eV
after 2 collisions: mean 1.327 eV, geometric mean 0.842 eV
after 3 collisions: mean 0.684 eV, geometric mean 0.346 eV
after 4 collisions: mean 0.352 eV, geometric mean 0.142 eV
gas number density: 2.414e+14 cm^-3
hard-sphere cross section: 15.21 angstrom^2
mean free path: 2.724 cm
mean number of collisions on path: 1.835
fraction without collision: 0.160
mean energy after path, formula: 2.054 eV
mean energy after path, sampled: 2.049 eV
standard error of sampled energy: 0.0040 eV
mean laboratory cosine: 0.4688 (dimensionless)
mean forward advance, formula: 3.194 cm
mean forward advance, sampled: 3.189 cm
thermal energy kT: 0.0345 eV
warm-gas mean first loss: 2.3965 eV
first-order thermal reduction of loss: 0.0275 eV
warm/stationary collision rate: 1.0024 (ratio)
energy of zero mean loss in warm gas: 0.0608 eV
initial centre-of-mass energy: 2.936 eV
repulsion decay length (model): 0.30 angstrom
repulsion prefactor A: 4493 eV
soft sigma_tr/(pi d^2) at 5.0 eV: 1.089 (ratio)
closest approach at 0.5 eV: 2.891 angstrom
soft sigma_tr/(pi d^2) at 0.5 eV: 1.837 (ratio)
steep-potential limit of sigma_tr/(pi d^2): 0.99989 (ratio)
quantum size parameter kd: 334.9 (dimensionless)
quantum total/(pi d^2): 2.0410 (ratio)
quantum transport/(pi d^2): 1.0014 (ratio)
loss per counted quantum collision: 0.2379 (fraction)
low-energy total/(pi d^2), kd=0.01: 3.9999 (ratio)
silicon excitation energy (rough): 0.8 eV
extra mean loss from excitation: 0.470 eV
no test failed
```
